# Matthews–Blakeslee critical thickness from forces on a threading dislocation

Q: A film is grown on a substrate with a slightly different lattice spacing. It is said to stay coherent up to some thickness and then to form misfit dislocations. Why should there be a threshold at all?

A: Because two forces on the same dislocation grow differently with thickness. Suppose a dislocation already runs from the substrate up through the film to the free surface. The part inside the film is the threading arm. If the arm glides sideways, it leaves a straight misfit line at the interface. The mismatch stress pushes the arm along, and the cost of making new misfit line holds it back. The threshold is the thickness at which the two balance.

I assume a film of thickness $h$ on a thick substrate, both isotropic with the same shear modulus $G$ and Poisson ratio $\nu$. The film is strained by $f$ in both in-plane directions, with $f\ll1$. The algebra is in atomic units: lengths in bohr, energies in hartree.

Q: Start with the stress. The film is free to relax along its normal, so it cannot simply be $2Gf$.

A: It is not. Let $x$ and $z$ lie in the interface and $y$ point along the film normal. Hooke's law is

$$\sigma_{ij}=2G\varepsilon_{ij}+\Lambda\delta_{ij}\varepsilon_{kk},\qquad \Lambda=\frac{2G\nu}{1-2\nu}.$$

The free surface requires $\sigma_{yy}=0$, that is, $2G\varepsilon_{yy}+\Lambda(2f+\varepsilon_{yy})=0$. Since $2G+\Lambda=2G(1-\nu)/(1-2\nu)$,

$$\varepsilon_{yy}=-\frac{2\Lambda f}{2G+\Lambda}=-\frac{2\nu f}{1-\nu}.$$

The same condition says that $\Lambda\varepsilon_{kk}=-2G\varepsilon_{yy}$. Hence the in-plane stress is

$$\sigma=2G(f-\varepsilon_{yy})=2Gf\,\frac{1+\nu}{1-\nu}.$$

I take $f>0$, a stretched film. For a compressed film the stress changes sign, and the Burgers vector that relieves it changes sign too, so for an undissociated dislocation $f$ can be read as a magnitude.

Q: The arm is inclined and may be curved. Does its shape not matter for the push?

A: Not for the component we need. Let the misfit line run along $z$, and let the Burgers vector be $\mathbf b=(b_x,b_y,b_z)$. Write $\beta$ for the angle between $\mathbf b$ and the line, and $\lambda$ for the angle between $\mathbf b$ and the $x$ axis. With signs chosen for relief, $b_x=b\cos\lambda>0$ and $|b_z|=b|\cos\beta|$.

The Peach–Koehler force on an element $d\mathbf l$ is $(\boldsymbol\sigma\mathbf b)\times d\mathbf l$. Here $\boldsymbol\sigma\mathbf b=\sigma(b_x,0,b_z)$ is uniform, so only the end-to-end vector of the arm enters. That vector is $(\Delta x,h,\Delta z)$, and the $z$ component of the cross product is

$$F_m=\sigma b_xh-0\cdot\Delta x=\sigma h\,b\cos\lambda .$$

The glide plane contains both $\mathbf b$ and the line, so the motion needs no transport of atoms to or from the core. This requires $b_y\neq0$: for $b_y=0$ that plane is the interface itself, and no arm can cross the film within it.

Q: Can you get that force without the Peach–Koehler formula?

A: Yes, from the stored energy. Place $\rho$ parallel misfit lines per unit length along $x$. They lower the average strain $\varepsilon_{xx}$ by $\rho b_x$. Since $\partial U/\partial\varepsilon_{xx}=\sigma$ for the relaxed energy density $U$, a sparse array relieves $h\sigma\rho b_x$ per unit area. Dividing by $\rho$, the line length per unit area, gives $\sigma hb_x$ per unit length of line. The components $b_y$ and $b_z$ give no first-order relief because the mismatch stress has no $yy$, $xy$ or $xz$ component. A numerical derivative of the relaxed energy and an integral over a curved arm were tested against each other and agree.

Q: Now the resisting force. "Line tension" usually means the resistance of a curved line to bending. Where is the curvature?

A: The balance does not need it. When the arm advances steadily by $dz$, its own shape and energy are unchanged, while the misfit line becomes longer by $dz$. If $E(h)$ is the energy per unit length of a straight misfit line at depth $h$, the cost is $E\,dz$ and the opposing force is $E(h)$. This is the tension meant here. The bending stiffness, which involves the change of energy with line direction, affects the shape of the arm but not this balance.

Q: Then everything hangs on $E(h)$. A dislocation in an infinite crystal has a logarithmically divergent energy. What cuts it off?

A: The free surface does, at a distance of order $h$. To find how, put the dislocation at the origin and the surface at $y=h$. The bulk field has tractions on that plane, but a free surface can carry none. We add loads that cancel them and ask what force the added field exerts on the dislocation. That force is $dE/dh$, because making the line deeper by $dh$ means working against its attraction to the surface.

Q: I need the bulk field first, and I would rather not take it on trust.

A: Take the component $b_x$. With $r^2=x^2+y^2$ and $D_x=Gb_x/[2\pi(1-\nu)]$, derive the stress from the function $\phi=-D_xy\ln r$:

$$\sigma_{xx}=\partial_y^2\phi=-D_x\frac{y(3x^2+y^2)}{r^4},$$
$$\sigma_{yy}=\partial_x^2\phi=D_x\frac{y(x^2-y^2)}{r^4},$$
$$\sigma_{xy}=-\partial_x\partial_y\phi=D_x\frac{x(x^2-y^2)}{r^4}.$$

Equilibrium holds because mixed derivatives cancel. To see that this is a dislocation of the right strength, use

$$u_x=\frac{b_x}{2\pi}\left[\theta+\frac{xy}{2(1-\nu)r^2}\right],$$
$$u_y=-\frac{b_x}{8\pi(1-\nu)}\left[(1-2\nu)\ln r^2+\frac{x^2-y^2}{r^2}\right].$$

Around the core the angle $\theta$ grows by $2\pi$, so $u_x$ grows by $b_x$, while $u_y$ returns to its value. Differentiation gives

$$\varepsilon_{xx}=-\frac{b_xy[(3-2\nu)x^2+(1-2\nu)y^2]}{4\pi(1-\nu)r^4},$$
$$\varepsilon_{yy}=\frac{b_xy[(1+2\nu)x^2-(1-2\nu)y^2]}{4\pi(1-\nu)r^4},$$
$$2\varepsilon_{xy}=\frac{b_x\,x(x^2-y^2)}{2\pi(1-\nu)r^4}.$$

These match the plane-strain relations $2G\varepsilon_{xx}=(1-\nu)\sigma_{xx}-\nu\sigma_{yy}$, its partner with $x$ and $y$ exchanged, and $2G\varepsilon_{xy}=\sigma_{xy}$.

A quarter turn gives the component $b_y$. With $D_y=Gb_y/[2\pi(1-\nu)]$ and $\phi=D_yx\ln r$,

$$\sigma_{yy}=D_y\frac{x(x^2+3y^2)}{r^4},\qquad \sigma_{xy}=D_y\frac{y(x^2-y^2)}{r^4}.$$

For the screw component, $u_z=b_z\theta/2\pi$, so $\sigma_{yz}=G\partial_yu_z=Gb_zx/(2\pi r^2)$.

Q: And the field of the cancelling loads?

A: Consider a force $\mathbf P$ per unit length, in the $xy$ plane, acting along a line on the surface. With $\mathbf r$ measured from the load into the solid, its stress is

$$\sigma_{ij}=-\frac{2}{\pi}\frac{(\mathbf P\cdot\mathbf r)r_ir_j}{r^4}.$$

This stress is purely radial. The surface away from the load is itself a radial line, so it carries no traction. Equilibrium holds because $r\sigma_{rr}$ does not depend on $r$. Compatibility holds because the trace, $-2\mathbf P\cdot\mathbf r/(\pi r^2)$, is harmonic. On a half circle around the load $\int\hat r_i\hat r_j\,d\theta=\pi\delta_{ij}/2$, so the force transmitted is $-\mathbf P$, which balances the load. For a load $T$ along $z$ the field is $\sigma_{iz}=-Tr_i/(\pi r^2)$, and the same half circle transmits $-T$.

Q: Put the two together, keeping the signs visible.

A: At the surface point $(s,h)$ the load per unit area is $\mathbf P=-(\sigma_{xy},\sigma_{yy})$, and the vector to the core is $\mathbf r=(-s,-h)$. Let $R^2=s^2+h^2$. Then

$$\mathbf P\cdot\mathbf r=s\sigma_{xy}+h\sigma_{yy}=D_x\frac{s^2-h^2}{R^2}+D_y\frac{2sh}{R^2}.$$

In the $xx$ component at the core, the $D_y$ term is odd in $s$ and integrates to zero:

$$\sigma^{\rm im}_{xx}=-\frac{2D_x}{\pi}\int_{-\infty}^{\infty}\frac{(s^2-h^2)s^2}{R^6}\,ds .$$

With $s=h\tan\theta$ the two parts become $\frac1h\int\sin^4\theta\,d\theta=3\pi/8h$ and $\frac1h\int\sin^2\theta\cos^2\theta\,d\theta=\pi/8h$, over $-\pi/2<\theta<\pi/2$. Their difference is $\pi/4h$, so $\sigma^{\rm im}_{xx}=-D_x/2h$.

In the $xy$ component the $D_x$ term is odd, and

$$\sigma^{\rm im}_{xy}=-\frac{4D_y}{\pi}\int\frac{s^2h^2}{R^6}\,ds=-\frac{D_y}{2h}.$$

For the screw part, $T=-Gb_zs/(2\pi R^2)$ and $r_x=-s$, so

$$\sigma^{\rm im}_{xz}=-\frac{Gb_z}{2\pi^2}\int\frac{s^2}{R^4}\,ds=-\frac{Gb_z}{4\pi h},$$

because $\int s^2R^{-4}ds=\pi/2h$.

The upward force on a line along $z$ is the $y$ component of $(\boldsymbol\sigma\mathbf b)\times\hat{\mathbf z}$, which is minus the $x$ component of $\boldsymbol\sigma\mathbf b$:

$$F_y=-(\sigma^{\rm im}_{xx}b_x+\sigma^{\rm im}_{xy}b_y+\sigma^{\rm im}_{xz}b_z)$$
$$=\frac{G}{4\pi(1-\nu)h}\left[b_x^2+b_y^2+(1-\nu)b_z^2\right].$$

It is positive, an attraction to the surface. Since $b_x^2+b_y^2=b^2\sin^2\beta$ and $b_z^2=b^2\cos^2\beta$, the bracket is $b^2(1-\nu\cos^2\beta)$. Therefore

$$\frac{dE}{dh}=\frac{K}{h},\qquad K=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}.$$

Q: Integrating gives a logarithm, but also a constant. Who decides that?

A: It depends on the core, which linear elasticity cannot describe. We may write

$$E(h)=K\left[\ln\frac hb+c\right],$$

where $c$ collects the core energy, whatever depends on how the core is cut out, and a fixed elastic contribution from the free surface. The Matthews–Blakeslee choice is $c=1$, equivalent to setting $E=K$ at $h=b$. It is a convention, not a result of this derivation. The form also needs $h$ to be well above the core size.

Q: Then write the balance.

A: Setting $F_m=E$ with $c=1$ gives

$$2Gf\frac{1+\nu}{1-\nu}\,h_cb\cos\lambda=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\left[\ln\frac{h_c}{b}+1\right].$$

Both $G$ and $1-\nu$ cancel. Division by $2(1+\nu)fb\cos\lambda$ leaves

$$h_c=\frac{b(1-\nu\cos^2\beta)}{8\pi(1+\nu)f\cos\lambda}\left[\ln\frac{h_c}{b}+1\right].$$

This is the implicit Matthews–Blakeslee equation. At fixed $c$, a stiffer crystal pushes harder and resists harder in the same proportion, so the modulus drops out. If the core energy does not scale with $G$, then $c$ depends on the modulus, and so does $h_c$. This derivation assumes equal moduli in film and substrate; it does not cover the case where they differ.

Q: The unknown is on both sides. How do I know that there is a solution, and just one?

A: There can be two. Let $\eta=h/b$ and

$$A=\frac{1-\nu\cos^2\beta}{8\pi(1+\nu)f\cos\lambda},\qquad q(\eta)=\eta-A(\ln\eta+1).$$

The net force $F_m-E$ is a positive factor times $q$. Since $q'=1-A/\eta$, the minimum lies at $\eta=A$, where $q=-A\ln A$. For $A>1$ this is negative and there are two roots, one on each side of $A$. For $A=1$ they merge at $\eta=1$, and for $A<1$ there is none.

The larger root is the threshold. There $q'>0$: just below it the arm is pulled back and the misfit line shortens, and just above it the arm advances. At the smaller root $q'<0$, and $\eta<1$ because $q(1)=1-A<0$. A film thinner than one Burgers vector is outside the theory, so that root has no physical use.

Q: Can the larger root be written down?

A: Yes. Put $w=-\eta/A$. The equation $\ln(e\eta)=\eta/A$ becomes $e\eta=e^{-w}$, and substituting $\eta=-Aw$ gives $we^w=-1/(eA)$. The larger root has $w<-1$, which selects the lower real branch $W_{-1}$ of the Lambert function:

$$h_c=-bA\,W_{-1}\!\left(-\frac{1}{eA}\right).$$

Simple iteration also works. Start at $\eta_0=A$ and repeat $\eta_{n+1}=A(\ln\eta_n+1)$. For $A>1$ the first step goes up. The map is increasing, so the sequence keeps rising but cannot pass the larger root. A bounded rising sequence converges, and the larger root is the only fixed point above $A$.

Q: Let me see numbers, with a real slip geometry.

A: Take a (001) film, a misfit line along $[110]$ and a Burgers vector along $[101]$. Both lie in the plane with normal $[1\bar1\bar1]$, a {111} plane. The unit vectors give $\cos\beta=1/2$. The in-plane normal to the line is $[1\bar10]$, which gives $\cos\lambda=1/2$. This is a 60-degree dislocation.

The material parameters are round model values: $G=0.40$ eV/Å³, $\nu=0.25$, $b=4$ Å and $f=0.01$. Then

$$\sigma=2(0.40)(0.01)\frac{1.25}{0.75}=0.01333\ \text{eV/Å}^3,$$
$$K=\frac{0.40\times16\times0.9375}{4\pi\times0.75}=0.637\ \text{eV/Å},$$
$$A=\frac{0.9375}{8\pi\times1.25\times0.01\times0.5}=5.97 .$$

The iteration starts at $Ab=23.9$ Å and continues with 66.5, 91.0, 98.5, 100.3 and 100.8 Å. It settles at $h_c=100.9$ Å, or 190.8 bohr. Near the root each error is the previous one times $A/\eta_c=0.24$, which is why a few steps suffice. The smaller root, 1.6 Å, is indeed below $b$.

Q: Do the forces really cross there?

A: At 50 Å the mismatch force is 1.33 eV/Å and the line tension is 2.24 eV/Å, so the arm retracts. At $h_c$ both are 2.69 eV/Å. At 200 Å they are 5.33 and 3.13 eV/Å, so the arm advances. From 50 to 200 Å the push grows fourfold, while the tension rises by only $K\ln4$.

The threshold was also found without the closed formula, by integrating the numerical image force from $h=b$ and balancing it against the Peach–Koehler integral. The result is again 100.9 Å. This tests the elasticity and the algebra, but both routes share the convention $E(b)=K$.

Q: The logarithm came from a force. Does an energy calculation agree?

A: Half the work of opening a cut from a small core to the surface gives the elastic energy up to core terms that become independent of $h$ when the core is much smaller than $h$. Doubling the depth from 100 to 200 Å should add $K\ln2=0.4413$ eV/Å. The cut-work calculation, with a vertical cut, a core radius of 0.01 Å and the same cancelling loads as before, gives the same value to four digits.

Q: How much does the arbitrary constant matter?

A: A good deal at this mismatch. With $c=0$, 1 and 2 the threshold is 67, 101 and 131 Å. To see why, differentiate $\eta=A(\ln\eta+c)$ at fixed $A$:

$$\frac{d\eta}{dc}=\frac{A}{1-A/\eta}.$$

At $c=1$ this is $5.97/0.7635=7.8$, or about 31 Å per unit of $c$. The decimals in $h_c$ therefore check the arithmetic; they do not measure the accuracy of the model. For small $f$ the logarithm is larger and the relative effect of $c$ is weaker.

Q: Is $h_c$ then roughly inversely proportional to mismatch?

A: It falls faster. Since $A\propto1/f$, differentiating the balance at fixed $c$ gives

$$\frac{d\ln h_c}{d\ln f}=-\frac{1}{1-A/\eta_c}.$$

At $f=0.01$ the exponent is $-1.31$; at $f=0.04$ it is $-1.85$, and it diverges as $A\to1$. It tends slowly to $-1$ as $f\to0$, because $A/\eta_c=1/(\ln\eta_c+1)$ tends to zero. The computed thresholds are 743 Å at $f=0.002$, 244 Å at 0.005, 39 Å at 0.02 and 13 Å at 0.04.

The last value is only about three Burgers vectors, where a continuum film with a logarithmic line energy is doubtful. At $f=0.0597$, where $A=1$, the root reaches $h=b$, and beyond that the equation has none. This marks the end of the model with $c=1$. It does not show that a real film with larger mismatch must behave in a particular way.

Q: What about the opposite limit, a dislocation that hardly relieves the mismatch?

A: If $\cos\lambda\to0$ at fixed $f$, the push vanishes while the line still costs energy. Then $A$ and $h_c$ both go to infinity. A Burgers vector with no in-plane component perpendicular to the misfit line cannot relieve this mismatch at first order.

Q: Suppose I grow a film thicker than $h_c$ and find it still coherent. Is the theory refuted?

A: No. The equation says when an existing arm is pushed forward in a crystal without friction. It does not supply the arm; if there are too few threading dislocations, new ones must form by nucleation or multiplication, which is a separate problem.

Friction also delays the motion. Let the lattice resist a moving arm with a force $\tau$ per unit of film thickness. The balance becomes

$$(\sigma b\cos\lambda-\tau)h=E(h).$$

This is the old equation with a weaker push, so the threshold is higher. If $\tau\ge\sigma b\cos\lambda$, the left side is never positive and the arm does not advance at any thickness for which $E>0$.

The balance also treats one isolated dislocation. Once many misfit lines have formed, they lower the mean stress and interact with each other, so $h_c$ marks where relaxation can begin if threading arms are present and friction is negligible. It does not give the strain left in a thicker film. Elastic anisotropy and surface steps left by glide are omitted as well. So is dissociation: in diamond and zincblende crystals the 60-degree dislocation splits into a 30-degree and a 90-degree partial joined by a stacking fault, the sign of $f$ decides which partial leads, and stretched and compressed films can then have different thresholds. The surface is also taken as flat, whereas a film with a mismatch of a few percent can instead relax by roughening or forming islands. The numerical output lists the full set of values for the example.

## Calculated quantities

```
shear modulus G = 0.400 eV/angstrom^3
Poisson ratio = 0.250 (no unit)
Burgers length b = 4.000 angstrom
mismatch strain f = 0.0100 (no unit)
cos(beta) = 0.5000, cos(lambda) = 0.5000 (no unit)
film stress = 0.013333 eV/angstrom^3
line-energy prefactor K = 0.63662 eV/angstrom
amplitude A = 5.96831 (no unit)
A times b = 23.873 angstrom
image force at h = 100 angstrom, quadrature = 0.0063662 eV/angstrom^2
K/h at h = 100 angstrom = 0.0063662 eV/angstrom^2
cut work from h = 100 to 200 angstrom = 0.44129 eV/angstrom
K ln 2 = 0.44127 eV/angstrom
iteration 0: h = 23.873 angstrom
iteration 1: h = 66.522 angstrom
iteration 2: h = 90.987 angstrom
iteration 3: h = 98.463 angstrom
iteration 4: h = 100.349 angstrom
iteration 5: h = 100.801 angstrom
iteration 10: h = 100.942 angstrom
critical thickness, formula = 100.942 angstrom
critical thickness, converted = 190.753 bohr
critical thickness, direct balance = 100.942 angstrom
critical thickness over b = 25.236 (no unit)
iteration slope at root A b/h_c = 0.2365 (no unit)
smaller, unphysical root = 1.572 angstrom
h = 50.000 angstrom: mismatch force = 1.3333, line tension = 2.2445 eV/angstrom
h = 100.942 angstrom: mismatch force = 2.6918, line tension = 2.6918 eV/angstrom
h = 200.000 angstrom: mismatch force = 5.3333, line tension = 3.1271 eV/angstrom
f = 0.002: critical thickness = 742.98 angstrom
f = 0.005: critical thickness = 244.03 angstrom
f = 0.010: critical thickness = 100.94 angstrom
f = 0.020: critical thickness = 39.17 angstrom
f = 0.040: critical thickness = 13.01 angstrom
core constant c = 0.0: critical thickness = 67.44 angstrom
core constant c = 1.0: critical thickness = 100.94 angstrom
core constant c = 2.0: critical thickness = 131.05 angstrom
largest f with a root for c = 1: 0.05968 (no unit)
```
